# The g-sum rule for levels of a configuration, with p² worked out: a numerical check

```python
"""
Test of the g-sum rule: within one configuration, the sum of the Lande g
factors over all levels of a given J > 0 does not depend on the coupling.
For p^2 and spin g factor gs: sum = (1+gs)/2 for J=1, (3+gs)/2 for J=2.

Symbols: L, S, J = total orbital, spin, total angular momentum (units hbar);
M = eigenvalue of Jz; F2 = F^2/25 = Coulomb (Slater) parameter of p^2;
zeta = spin-orbit parameter in zeta*l.s; G = matrix of (Lz+gs*Sz)/M between
states of equal J and M. The g factors are the diagonal elements of G in
the basis of the field-free levels. Energies are in cm^-1.
States are two-electron determinants; the Coulomb angular matrix elements
come from quadrature over the sphere, not from tabulated term energies.
"""
from fractions import Fraction as Fr
from itertools import combinations, product
from math import factorial
import numpy as np
from scipy import constants
from scipy.special import lpmv

# ---------- one-electron operators for s, p and d orbitals ----------
orbitals = [(l, m) for l in range(3) for m in range(l, -l - 1, -1)]
n_orb = len(orbitals)
n_so = 2 * n_orb
l_plus = np.zeros((n_orb, n_orb))
for k, (l, m) in enumerate(orbitals):
    if m < l:
        l_plus[orbitals.index((l, m + 1)), k] = np.sqrt(l*(l+1) - m*(m+1))
l_z = np.diag([float(m) for l, m in orbitals])
s_plus = np.array([[0.0, 1.0], [0.0, 0.0]])
s_z = np.diag([0.5, -0.5])


def cartesian(plus, z):
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, z]


l_vec = [np.kron(a, np.eye(2)) for a in cartesian(l_plus, l_z)]
s_vec = [np.kron(np.eye(n_orb), a) for a in cartesian(s_plus, s_z)]
l_dot_s = sum(a @ b for a, b in zip(l_vec, s_vec))


def shell_projector(l_shell):
    return np.kron(np.diag([float(l == l_shell) for l, m in orbitals]),
                   np.eye(2))


# ---------- quadrature of unit-vector components on the sphere ----------
x_nodes, x_weights = np.polynomial.legendre.leggauss(8)
phi_nodes = 2 * np.pi * np.arange(16) / 16
X, PHI = [a.ravel() for a in np.meshgrid(x_nodes, phi_nodes, indexing="ij")]
weights = np.repeat(x_weights, 16) * 2 * np.pi / 16


def harmonic(l, m):
    k = abs(m)
    norm = np.sqrt((2*l+1) / (4*np.pi) * factorial(l-k) / factorial(l+k))
    y = norm * lpmv(k, l, X) * np.exp(1j * k * PHI)
    return y if m >= 0 else (-1)**k * y.conj()


Y = np.array([harmonic(l, m) for l, m in orbitals]).T
assert np.allclose(Y.conj().T @ (weights[:, None] * Y), np.eye(n_orb))
unit = [np.sqrt(1-X**2)*np.cos(PHI), np.sqrt(1-X**2)*np.sin(PHI), X]


def angular_matrix(f):
    return np.kron(Y.conj().T @ ((weights * f)[:, None] * Y), np.eye(2))


# ---------- two-electron determinants: p^2 first, then sd ----------
dets = list(combinations(range(2, 8), 2))
n_p2 = len(dets)
dets += list(product(range(0, 2), range(8, 18)))
n_all = len(dets)
C = np.zeros((n_so**2, n_all))
for k, (a, b) in enumerate(dets):
    C[a * n_so + b, k] = np.sqrt(0.5)
    C[b * n_so + a, k] = -np.sqrt(0.5)


def two_body(A, B):
    return C.T @ (np.kron(A, B) @ C)


def one_body(A):
    one = np.eye(n_so)
    return two_body(A, one) + two_body(one, A)


L = [one_body(a) for a in l_vec]
S = [one_body(a) for a in s_vec]
J_vec = [a + b for a, b in zip(L, S)]
J_sq = sum(a @ a for a in J_vec)
S_sq = sum(a @ a for a in S)
so_p = one_body(shell_projector(1) @ l_dot_s)
so_d = one_body(shell_projector(2) @ l_dot_s)
pair_sum = 0
for f, h in product(unit, unit):
    T = angular_matrix(f * h)
    pair_sum = pair_sum + two_body(T, T)
coulomb = np.zeros((n_all, n_all), complex)      # in units of F2, p^2 only
coulomb[:n_p2, :n_p2] = 25 * (1.5 * pair_sum - 0.5 * np.eye(n_all)
                              )[:n_p2, :n_p2]
dipole = sum(two_body(angular_matrix(f), angular_matrix(f)) for f in unit)
sd_part = np.diag([0.0] * n_p2 + [1.0] * (n_all - n_p2))

for operator in (coulomb, so_p, so_d, dipole):   # rotational invariance
    for component in J_vec:
        assert np.allclose(operator @ component, component @ operator,
                           atol=1e-10)
term_energies = np.linalg.eigvalsh(coulomb[:n_p2, :n_p2])
assert np.allclose(term_energies, [-5]*9 + [1]*5 + [10], atol=1e-9)


# ---------- levels of given J and their G matrix ----------
def block(M, size):
    m_values = np.real(np.diag(J_vec[2]))[:size]
    return np.where(abs(m_values - M) < 1e-9)[0]


def levels(H, J, size=n_p2):
    """Energies and M=J eigenvectors of H for angular momentum J."""
    idx = block(J, size)
    values, vectors = np.linalg.eigh(J_sq[np.ix_(idx, idx)])
    vectors = vectors[:, abs(values - J * (J + 1)) < 1e-8]
    H_J = vectors.conj().T @ H[np.ix_(idx, idx)] @ vectors
    energies, mix = np.linalg.eigh(H_J)
    full = np.zeros((n_all, len(energies)), complex)
    full[idx] = vectors @ mix
    return energies, full


def G_matrix(states, M, gs=2.0):
    return states.conj().T @ (L[2] + gs * S[2]) @ states / M


def g_values(H, J, size=n_p2, gs=2.0):
    return np.real(np.diag(G_matrix(levels(H, J, size)[1], J, gs)))


# ---------- projection formula in exact fractions ----------
def coupled_g(J, a, ga, b, gb):
    jj, aa, bb = J*(J+1), a*(a+1), b*(b+1)
    return (ga * (jj + aa - bb) + gb * (jj + bb - aa)) / (2 * jj)


half = Fr(1, 2)


def g_single(l, j):
    return coupled_g(j, Fr(l), Fr(1), half, Fr(2))


g_3P1 = coupled_g(Fr(1), Fr(1), Fr(1), Fr(1), Fr(2))
g_3P2 = coupled_g(Fr(2), Fr(1), Fr(1), Fr(1), Fr(2))
g_1D2 = coupled_g(Fr(2), Fr(2), Fr(1), Fr(0), Fr(2))
g_p1, g_p3 = g_single(1, half), g_single(1, 3 * half)
g_33 = coupled_g(Fr(2), 3*half, g_p3, 3*half, g_p3)
g_31 = coupled_g(Fr(2), 3*half, g_p3, half, g_p1)
g_31_J1 = coupled_g(Fr(1), 3*half, g_p3, half, g_p1)

# Compare with expectation values in pure-Coulomb and pure spin-orbit levels
assert [len(levels(coulomb, J)[0]) for J in (0, 1, 2)] == [2, 1, 2]
assert np.allclose(g_values(coulomb, 2), [float(g_3P2), float(g_1D2)])
assert np.allclose(g_values(coulomb, 1), [float(g_3P1)])
assert np.allclose(g_values(so_p, 2), [float(g_31), float(g_33)])
assert np.allclose(g_values(so_p, 1), [float(g_31_J1)])
assert np.allclose(levels(so_p, 0)[0], [-2, 1])
assert np.allclose(levels(so_p, 1)[0], [-0.5])
assert np.allclose(levels(so_p, 2)[0], [-0.5, 1])
assert g_3P2 + g_1D2 == g_33 + g_31 and g_3P1 == g_31_J1

# jj states: triplet weights, off-diagonal G, and independence of M
jj_states = levels(so_p, 2)[1]
triplet = np.real(np.diag(jj_states.conj().T @ S_sq @ jj_states)) / 2
G_jj = G_matrix(jj_states, 2)
assert np.allclose(triplet, [1/3, 2/3])
assert np.isclose(abs(G_jj[0, 1]), np.sqrt(2) / 6)
lowered = (J_vec[0] - 1j * J_vec[1]) @ jj_states / 2
assert np.allclose(G_matrix(lowered, 1), G_jj)


# ---------- sums from counting determinants, no coupling scheme ----------
def microstate_trace(M):
    total = 0.0
    for pair in dets[:n_p2]:
        ML = sum(orbitals[k // 2][1] for k in pair)
        MS = sum(0.5 - k % 2 for k in pair)
        if ML + MS == M:
            total += ML + 2 * MS
    return total


T1, T2 = microstate_trace(1), microstate_trace(2)
assert np.isclose(T2 / 2, sum(g_values(so_p, 2)))
assert np.isclose(T1 - T2 / 2, sum(g_values(so_p, 1)))

# ---------- intermediate coupling and finite-field slopes ----------
F2, zeta, B = 1000.0, 3000.0, 1.0


def g_formula(F2_value, zeta_value):
    delta = 6 * F2_value - zeta_value / 2
    c = delta / np.sqrt(delta**2 + 2 * zeta_value**2)
    return np.array([1.25 + c / 4, 1.25 - c / 4])


scan = []
for ratio in (0.1, 1.0, 3.0, 10.0, 100.0):
    pair = g_values(coulomb + ratio * so_p, 2)
    assert np.allclose(pair, g_formula(1.0, ratio), atol=1e-9)
    assert np.isclose(sum(pair), 2.5)
    scan.append((ratio, pair))

H0 = F2 * coulomb + zeta * so_p
E0, E1, E2 = [levels(H0, J)[0] for J in (0, 1, 2)]
J2_matrix = np.array([[-5*F2 + zeta/2, zeta/np.sqrt(2)],
                      [zeta/np.sqrt(2), F2]])
assert np.allclose(E2, np.linalg.eigvalsh(J2_matrix))


def field_energies(M, b):
    idx = block(M, n_p2)
    H = H0 + b * (L[2] + 2 * S[2])
    return np.linalg.eigvalsh(H[np.ix_(idx, idx)])


step = 1.0
slopes_M1 = (field_energies(1, step) - field_energies(1, -step)) / (2*step)
slopes_M2 = (field_energies(2, step) - field_energies(2, -step)) / (4*step)
g_mid = g_formula(F2, zeta)
# For these parameters the J=1 level is lowest in the M=1 block.
assert E1[0] < E2[0]
assert np.allclose(slopes_M1, [1.5, *g_mid], atol=1e-6)
assert np.allclose(slopes_M2, g_mid, atol=1e-6)

mu_B = constants.value("Bohr magneton") / (constants.h * constants.c * 100)
b_field = mu_B * B
shift = field_energies(1, b_field) - field_energies(1, 0.0)
nonlinear = max(abs(shift - b_field * np.array([1.5, *g_mid])))
assert nonlinear < 1e-3

# ---------- measured spin g factor ----------
gs_real = abs(constants.value("electron g factor"))
sums_real = []
for J, expected in ((1, (1 + gs_real) / 2), (2, (3 + gs_real) / 2)):
    for H in (coulomb, so_p, H0):
        assert np.isclose(sum(g_values(H, J, gs=gs_real)), expected,
                          rtol=0, atol=1e-10)
    sums_real.append(sum(g_values(H0, J, gs=gs_real)))

# ---------- non-equivalent electrons: the pd configuration ----------
pd_sums = []
for J in range(1, 5):
    ls_sum = sum(coupled_g(Fr(J), Fr(l), Fr(1), Fr(s), Fr(2))
                 for l in (1, 2, 3) for s in (0, 1)
                 if abs(l - s) <= J <= l + s)
    jj_sum = sum(coupled_g(Fr(J), a, g_single(1, a), b, g_single(2, b))
                 for a in (half, 3*half) for b in (3*half, 5*half)
                 if abs(a - b) <= J <= a + b)
    assert ls_sum == jj_sum
    pd_sums.append(ls_sum)

# ---------- mixing of p^2 with sd ----------
E_sd, R_dip, zeta_d = 5000.0, 10000.0, 500.0
H_no_so = F2 * coulomb + E_sd * sd_part + R_dip * dipole
H_mixed = H_no_so + zeta * so_p + zeta_d * so_d
g_mixed = g_values(H_mixed, 2, n_all)
g_no_so = g_values(H_no_so, 2, n_all)
g_3D2 = coupled_g(Fr(2), Fr(2), Fr(1), Fr(1), Fr(2))
assert len(g_mixed) == 4
assert np.isclose(sum(g_mixed), float(g_3P2 + g_1D2 + g_1D2 + g_3D2))
assert abs(sum(g_mixed[:2]) - 2.5) > 1e-3
assert np.isclose(sum(g_no_so[:2]), 2.5)

# ---------- printed results ----------
print("p^2 determinants:", n_p2)
print("LS, gs=2: g(3P1), g(3P2), g(1D2) =", g_3P1, g_3P2, g_1D2)
print("one electron: g(p1/2), g(p3/2) =", g_p1, g_p3)
print("jj, J=2: g(3/2,3/2), g(3/2,1/2) =", g_33, g_31)
print("jj, J=1: g(3/2,1/2) =", g_31_J1)
print("sum J=2: LS, jj =", g_3P2 + g_1D2, g_33 + g_31)
print("sum J=1: LS, jj =", g_3P1, g_31_J1)
print(f"3P weight in (3/2,3/2)_2: {triplet[1]:.6f}")
print(f"3P weight in (3/2,1/2)_2: {triplet[0]:.6f}")
print(f"|off-diagonal G| in jj basis, J=2: {abs(G_jj[0, 1]):.6f}")
print(f"determinant sums T1, T2: {T1:.1f}, {T2:.1f}")
print(f"model F2, zeta: {F2:.0f}, {zeta:.0f} cm^-1; B = {B:.1f} T")
print(f"J=0 energies: {E0[0]:.2f}, {E0[1]:.2f} cm^-1")
print(f"J=1 energy: {E1[0]:.2f} cm^-1")
print(f"J=2 energies: {E2[0]:.2f}, {E2[1]:.2f} cm^-1")
print(f"finite-field g, J=1: {slopes_M1[0]:.6f}")
print(f"finite-field g, J=2 lower, upper: "
      f"{slopes_M2[0]:.6f}, {slopes_M2[1]:.6f}")
print(f"their sum, J=2: {sum(slopes_M2):.6f}")
print(f"mu_B*B: {b_field:.6f} cm^-1")
print(f"sublevel spacing, J=1: {1.5*b_field:.6f} cm^-1")
print(f"sublevel spacing, J=2 lower, upper: "
      f"{g_mid[0]*b_field:.6f}, {g_mid[1]*b_field:.6f} cm^-1")
print(f"largest nonlinear shift, M=1: {nonlinear:.2e} cm^-1")
for ratio, pair in scan:
    print(f"zeta/F2 = {ratio:5.1f}: g lower, upper, sum = "
          f"{pair[0]:.6f}, {pair[1]:.6f}, {sum(pair):.6f}")
print(f"measured |gs|: {gs_real:.8f}")
print(f"sums with measured gs, J=1, J=2: "
      f"{sums_real[0]:.8f}, {sums_real[1]:.8f}")
print("pd sums for J=1,2,3,4:", *pd_sums)
print(f"sd model: energy {E_sd:.0f}, dipole strength {R_dip:.0f}, "
      f"zeta_d {zeta_d:.0f} cm^-1")
print("p^2+sd, J=2 g values:", *[f"{g:.6f}" for g in g_mixed])
print(f"sum of lowest two: {sum(g_mixed[:2]):.6f}")
print(f"sum of all four: {sum(g_mixed):.6f}")
print(f"sum of lowest two without spin-orbit: {sum(g_no_so[:2]):.6f}")
print("checks complete")
```

It prints:

```
p^2 determinants: 15
LS, gs=2: g(3P1), g(3P2), g(1D2) = 3/2 3/2 1
one electron: g(p1/2), g(p3/2) = 2/3 4/3
jj, J=2: g(3/2,3/2), g(3/2,1/2) = 4/3 7/6
jj, J=1: g(3/2,1/2) = 3/2
sum J=2: LS, jj = 5/2 5/2
sum J=1: LS, jj = 3/2 3/2
3P weight in (3/2,3/2)_2: 0.666667
3P weight in (3/2,1/2)_2: 0.333333
|off-diagonal G| in jj basis, J=2: 0.235702
determinant sums T1, T2: 4.0, 5.0
model F2, zeta: 1000, 3000 cm^-1; B = 1.0 T
J=0 energies: -8949.87, 10949.87 cm^-1
J=1 energy: -6500.00 cm^-1
J=2 energies: -4342.33, 1842.33 cm^-1
finite-field g, J=1: 1.500000
finite-field g, J=2 lower, upper: 1.431902, 1.068098
their sum, J=2: 2.500000
mu_B*B: 0.466864 cm^-1
sublevel spacing, J=1: 0.700297 cm^-1
sublevel spacing, J=2 lower, upper: 0.668504, 0.498657 cm^-1
largest nonlinear shift, M=1: 2.27e-05 cm^-1
zeta/F2 =   0.1: g lower, upper, sum = 1.499929, 1.000071, 2.500000
zeta/F2 =   1.0: g lower, upper, sum = 1.492124, 1.007876, 2.500000
zeta/F2 =   3.0: g lower, upper, sum = 1.431902, 1.068098, 2.500000
zeta/F2 =  10.0: g lower, upper, sum = 1.267634, 1.232366, 2.500000
zeta/F2 = 100.0: g lower, upper, sum = 1.175730, 1.324270, 2.500000
measured |gs|: 2.00231930
sums with measured gs, J=1, J=2: 1.50115965, 2.50115965
pd sums for J=1,2,3,4: 3 13/3 41/12 5/4
sd model: energy 5000, dipole strength 10000, zeta_d 500 cm^-1
p^2+sd, J=2 g values: 1.320671 1.174556 1.164001 1.007438
sum of lowest two: 2.495228
sum of all four: 4.666667
sum of lowest two without spin-orbit: 2.500000
checks complete
```
